A projection system prints a slit in a mask as a feature in resist. The mask writer makes the slit slightly too wide. After dividing the error by the reduction ratio of the lens, one might expect the printed feature to be too wide by the same amount. It generally is not, because the lens blurs the slit: each mask edge changes the light at both printed edges. The ratio of the printed error to the scaled mask error is the mask error enhancement factor, MEEF. The question is how to obtain it from the image.

## 1. A coherent slit

**Conventions.** All lengths are at wafer scale. If the slit has width $M$ on the mask and the lens reduces by $R$, then $m=M/R$. The image intensity $I(x;m)$ is measured relative to a large clear area, where $I=1$. The resist is replaced by a constant threshold: its edges lie where $I=T$. Dose and resist are fixed, so $T$ stays fixed when $m$ changes. The printed width is $W$, and

$$\mathrm{MEEF}=\left.\frac{dW}{dm}\right|_{T}.$$

I take a thin mask, scalar light and a one-dimensional pattern in perfect focus. The pupil passes spatial frequencies $|q|\le k$, with $k=2\pi\,\mathrm{NA}/\lambda$. A point of light in the mask plane then gives the amplitude

$$h(x)=\int_{-k}^{k}\frac{dq}{2\pi}\,e^{iqx}=\frac{\sin kx}{\pi x},\qquad h(0)=\frac{k}{\pi},\qquad \int_{-\infty}^{\infty}h\,dx=1 .$$

For normally incident coherent light, the slit from $-m/2$ to $m/2$ gives

$$E(x)=\int_{-m/2}^{m/2}h(x-x')\,dx'=\int_{x-m/2}^{x+m/2}h(u)\,du,$$

where $u=x-x'$. The field is real and $I=E^2$. Differentiating the limits of the last integral gives

$$E_x=h(x+\tfrac m2)-h(x-\tfrac m2),\qquad
E_m=\tfrac12\left[h(x+\tfrac m2)+h(x-\tfrac m2)\right].$$

Subscripts $x$ and $m$ denote partial derivatives. The half in $E_m$ is there because widening the slit by $dm$ moves each of its edges by $dm/2$.

The right printed edge $x_e(m)$ satisfies $E(x_e(m);m)^2=T$ for every $m$ in some interval. The derivative of the left side must therefore vanish:

$$2E\left(E_x\frac{dx_e}{dm}+E_m\right)=0 .$$

Since $E\neq0$ on a contour with $T>0$, $dx_e/dm=-E_m/E_x$. By symmetry $W=2x_e$, so

$$\mathrm{MEEF}=-\frac{2E_m}{E_x}=\frac{h(x_e-\frac m2)+h(x_e+\frac m2)}{h(x_e-\frac m2)-h(x_e+\frac m2)} .$$

Suppose the dose has been set so that the slit prints at its own width, $x_e=m/2$. The two arguments are then $0$ and $m$. Dividing by $h(0)$,

$$\mathrm{MEEF}=\frac{1+s}{1-s},\qquad s=\frac{h(m)}{h(0)}=\frac{\sin km}{km}.$$

**Limits.** For a wide slit $s\to0$ and MEEF $\to1$: each printed edge follows its own mask edge. For a narrow slit, $s=1-(km)^2/6+\dots$, so the numerator tends to 2 and the denominator to $(km)^2/6$:

$$\mathrm{MEEF}\to\frac{12}{(km)^2}.$$

The enhancement grows without bound as the slit shrinks below the resolution length $1/k$, provided the dose is raised each time so that the slit still prints at its own width. Since $E\approx km/\pi$, this needs $T\approx(km/\pi)^2\to0$. The limit belongs to the model: a real mask opening much narrower than the wavelength is no longer a thin mask. Between these limits $s$ changes sign at $km=\pi$, and for $\pi<km<2\pi$ the factor is below one. Blur can therefore reduce a mask error as well as enlarge it.

**Numbers.** Take $\lambda=193$ nm, NA $=0.9$ and $m=100$ nm as model parameters. Then $k=0.0293\ \mathrm{nm^{-1}}$, $km=2.930$ and $s=0.0717$, so MEEF $=1.0717/0.9283=1.154$. Differencing the contour positions of the computed image gives the same value.

## 2. Any differentiable image

The contour argument did not need the form of $E$. Let $I(x;m)$ be any differentiable image and let an edge satisfy $I(x_e(m);m)=T$. Then

$$I_x\frac{dx_e}{dm}+I_m=0\quad\Longrightarrow\quad \frac{dx_e}{dm}=-\frac{I_m}{I_x},$$

with both derivatives taken at the edge. The condition $I_x\ne0$ does two jobs. It permits the division, and, with continuous derivatives, it guarantees through the implicit function theorem that a single smooth edge position exists near the starting one.

The printed width is $W=x_R-x_L$. Subtracting the two edge motions gives

$$\boxed{\mathrm{MEEF}=\left(\frac{I_m}{I_x}\right)_L-\left(\frac{I_m}{I_x}\right)_R}$$

If the image remains mirror-symmetric as $m$ changes, $I_m$ is equal at the two edges and $I_x$ is opposite. The two terms are then equal, and

$$\mathrm{MEEF}=-2\left(\frac{I_m}{I_x}\right)_R .$$

This is image sensitivity divided by edge slope, with a factor 2 for the two printed edges and a sign. For a bright slit, more width normally means more light at the edge, $I_m>0$, while the image falls outward, $I_x<0$. For a dark line both signs are reversed. The ratio is negative in both cases and MEEF is positive.

**Check of the factor 2.** Suppose the right side of the image is a fixed profile attached to the right mask edge, $I=F(x-m/2)$. Then $I_x=F'$ and $I_m=-F'/2$, so MEEF $=-2(-1/2)=1$, as it must be for an edge that is carried along rigidly.

**What is held fixed.** When slits of several widths are compared below, each gets its own $T$, chosen so that $W=m$. That choice is made first; then $T$ is frozen and $m$ is varied. Letting $T$ follow $m$ would keep $W=m$ and give a derivative of one, which says nothing about a mask error in a fixed process.

**Mask error as dose error.** Raising the dose $D$ by a small fraction lowers the effective threshold by the same fraction. At fixed $m$, $I_x\,dx_e=-T\,d\ln D$, so for a symmetric bright feature

$$\frac{dW}{d\ln D}=\frac{2T}{|I_x|}=\frac{2W}{\mathrm{NILS}},\qquad \mathrm{NILS}=\frac{W|I_x|}{T}.$$

NILS is the normalized image log-slope. Since $I=T$ at the edge, $I_m=T\,\partial\ln I/\partial m$, and the MEEF formula becomes

$$\mathrm{MEEF}=\frac{2W}{\mathrm{NILS}}\,\frac{\partial\ln I}{\partial m}.$$

A mask error thus acts at the printed edge like a relative dose error $(\partial\ln I/\partial m)\,dm$. A steep edge suppresses both, but the steepness alone does not fix MEEF, because the sensitivity also depends on the pattern.

## 3. Partially coherent light

A real illuminator sends light from many directions. I model it as a uniform line of mutually incoherent source points, each giving a tilted wave $e^{i\kappa x'}$ at the mask, with $|\kappa|\le\sigma k$ and $\sigma<1$. For an opening from $a$ to $b$,

$$E_\kappa(x)=\int_a^b e^{i\kappa x'}h(x-x')\,dx',\qquad I=\langle|E_\kappa|^2\rangle,$$

where the brackets average over the source. Intensities are averaged, not fields.

**Sensitivity.** With $b=m/2$ and $a=-m/2$, differentiation of the limits gives

$$\frac{\partial E_\kappa}{\partial m}=\tfrac12\left[e^{i\kappa b}h(x-b)+e^{i\kappa a}h(x-a)\right].$$

Define the intensity response to an outward movement of each mask edge:

$$A_L=2\,\mathrm{Re}\langle E_\kappa^*e^{i\kappa a}h(x-a)\rangle,\qquad
A_R=2\,\mathrm{Re}\langle E_\kappa^*e^{i\kappa b}h(x-b)\rangle .$$

Because $I_m=2\,\mathrm{Re}\langle E_\kappa^*\,\partial_mE_\kappa\rangle$, it follows that $I_m=(A_L+A_R)/2$.

**Slope.** Use $\partial_xh(x-x')=-\partial_{x'}h(x-x')$ and integrate by parts:

$$\frac{\partial E_\kappa}{\partial x}=-\left[e^{i\kappa x'}h(x-x')\right]_a^b+i\kappa\int_a^be^{i\kappa x'}h(x-x')\,dx'$$

$$=e^{i\kappa a}h(x-a)-e^{i\kappa b}h(x-b)+i\kappa E_\kappa .$$

The last term contributes $2\,\mathrm{Re}\langle i\kappa|E_\kappa|^2\rangle$ to $I_x$. This is the real part of an imaginary number, hence zero. Therefore $I_x=A_L-A_R$.

The same two responses thus determine both derivatives. Moving the two mask edges in opposite directions widens the slit, and the responses add. Moving them in the same direction shifts the whole image, and the responses subtract. At the right printed edge,

$$\mathrm{MEEF}=-2\,\frac{(A_L+A_R)/2}{A_L-A_R}=\frac{A_R+A_L}{A_R-A_L}=\frac{1+r}{1-r},\qquad r=\frac{A_L}{A_R}.$$

This requires $A_R\ne0$ and $r\ne1$. For $|r|<1$, MEEF exceeds one when the far mask edge acts with the same sign as the near one, and is below one when it acts with the opposite sign.

**Coherent limit.** For $\sigma\to0$ all phases become one and the real field $E$ cancels from $r$. At $x=m/2$ this leaves $r=h(m)/h(0)=s$, the result of Section 1.

**Narrow limit.** For general $\sigma$ and $x=m/2$,

$$r=s\,c,\qquad c=\frac{\mathrm{Re}\langle E_\kappa^*e^{-i\kappa m/2}\rangle}{\mathrm{Re}\langle E_\kappa^*e^{i\kappa m/2}\rangle}.$$

The numerator and denominator of $c$ differ by $2\langle\mathrm{Im}E_\kappa\,\sin(\kappa m/2)\rangle$. For small $km$ the imaginary part of $E_\kappa$ would vanish if $h$ were constant over the slit; its variation leaves a part of relative order $\kappa k^2m^3$. The sine is of order $\kappa m$, so $c=1+O((km)^4)$. This cannot alter the leading term of $1-r$, which is $(km)^2/6$. Hence $12/(km)^2$ survives partial coherence.

There is a second way to see the growth. A very narrow slit acts as a line source of amplitude proportional to $m$, so $I\propto m^2$ and $\partial\ln I/\partial m=2/m$. With $W=m$ the dose form gives MEEF $\to4/\mathrm{NILS}$. For $m=5$ nm and $\sigma=0.5$ the computed MEEF is 558.6, against $12/(km)^2=559.1$, and MEEF times NILS is 3.997.

**Wide limit.** Here $|s|\le1/(km)$. The denominator of $c$ tends to $\int_0^\infty h(u)\cos\kappa u\,du=\tfrac12$, half of the unit transmission inside the pupil, while the numerator stays bounded for $\sigma<1$. Thus $r\to0$ and MEEF $\to1$. At $m=3000$ nm the computed value is 1.00002. It is unusually close to one because $km\approx28\pi$ makes $s$ nearly vanish there; at neighbouring widths the excess is a few times $10^{-4}$.

## 4. The 100 nm slit, worked through

Keep $\lambda=193$ nm and NA $=0.9$, set $\sigma=0.5$, and choose $T$ so that the 100 nm slit prints at 100 nm. This gives $T=0.3304$. At the right printed edge the far and near responses are

$$A_L=0.000664\ \mathrm{nm^{-1}},\qquad A_R=0.010226\ \mathrm{nm^{-1}}.$$

Their half-sum and difference are

$$I_m=\frac{0.010890}{2}=0.005445\ \mathrm{nm^{-1}},\qquad I_x=-0.009562\ \mathrm{nm^{-1}},$$

and therefore

$$\mathrm{MEEF}=\frac{2\times0.005445}{0.009562}=1.139 .$$

The far edge supplies about 6.5% of the near-edge response, $r=0.065$. It both raises the sensitivity and lowers the slope, so the excess of MEEF over one is roughly $2r$.

In the dose picture, $\partial\ln I/\partial m=0.01648\ \mathrm{nm^{-1}}$: one nanometre of mask width acts like a dose change of 1.65%. With NILS $=2.894$, the printed width changes by $2\times100/2.894=69.1$ nm per unit of $\ln D$, or 0.69 nm per percent. The product, $0.01648\times69.1=1.139$, is MEEF again.

With a fourfold reduction, an error of 8 nm on the mask is $dm=2$ nm. The linear prediction for the printed error is $1.139\times2=2.28$ nm.

**Finite errors.** MEEF is a derivative. The next term of the Taylor series is quadratic:

$$W(m+\delta)-W(m)=\mathrm{MEEF}\,\delta+\tfrac12W''\delta^2+\dots$$

Recomputed contours at the same $T$ give $+2.23$ nm for $\delta=+2$ nm and $-2.33$ nm for $\delta=-2$ nm. At $\delta=\pm10$ nm they give $+10.39$ and $-12.85$ nm, while the linear rule gives $\pm11.39$ nm. Half the sum of the two actual changes isolates the even terms: $-1.23$ nm at 10 nm. Neglecting the quartic term, this gives $W''\approx-0.025\ \mathrm{nm^{-1}}$; the changes at $\pm5$ nm, where that term matters less, give $-0.024\ \mathrm{nm^{-1}}$. For this slit and threshold, a mask opening that is too narrow therefore changes the printed width more than one that is too wide by the same amount. A numerical test at small errors confirms that the departure from the linear rule grows about fourfold when the error is doubled.

## 5. Changing the width

For each width below, $T$ is first set to print $W=m$ and then held fixed.

| $m$ (nm) | $r$ | NILS | MEEF |
|---:|---:|---:|---:|
| 60 | 0.552 | 1.04 | 3.47 |
| 80 | 0.294 | 1.86 | 1.83 |
| 100 | 0.065 | 2.89 | 1.14 |
| 140 | −0.131 | 5.17 | 0.77 |
| 200 | −0.007 | 7.23 | 0.99 |
| 300 | −0.011 | 11.06 | 0.98 |

From 60 to 100 nm the far-edge response fades and MEEF falls steeply. At 140 nm the far edge lies in the first negative lobe of $h$. Opening it further removes light from the printed edge, and MEEF drops below one. From 140 to 200 nm NILS rises, yet MEEF rises too, so a larger NILS need not mean a smaller MEEF. NILS rises here only because it contains the width: the log-slope itself, NILS$/W$, falls slightly, from 0.0369 to 0.0361 $\mathrm{nm^{-1}}$. That fall of about 2% accounts for little of the 28% rise in MEEF; the rest comes from the larger sensitivity $\partial\ln I/\partial m$.

The entry at 300 nm has another feature. Coherently, $km=8.79$ gives $s=+0.067$ and a MEEF above one. With the extended source $r$ is negative. Since $r=s\,c$, the source average $c$ must be negative there: the phases between the two mask edges, averaged over the source, have reversed the sign of the far-edge response. This reversal depends on the size and shape of the source. It is absent for the line source at $\sigma=0.35$, and a disc source with $\sigma=0.5$ in a circular pupil leaves MEEF slightly above one at this width.

## 6. Where the derivative fails

Now keep the threshold $T=0.3304$ of the 100 nm slit and narrow the slit. Its peak intensity falls until, at a width $m_c$, it just equals $T$. Below $m_c$ the slit does not print.

Near this point expand about the centre, where symmetry removes the linear term in $x$:

$$I(x;m)\approx T+I_m\,(m-m_c)-\tfrac12|I_{xx}|\,x^2,$$

with $I_m>0$ and $I_{xx}<0$ taken at $x=0$, $m=m_c$. Setting $I=T$ gives $x_e^2=2I_m(m-m_c)/|I_{xx}|$, and so

$$W=2x_e=\left[\frac{8I_m(m-m_c)}{|I_{xx}|}\right]^{1/2},\qquad
\mathrm{MEEF}=\frac{dW}{dm}=\frac{W}{2(m-m_c)} .$$

The width vanishes as a square root and MEEF diverges as the inverse square root. In edge language, the two printed edges meet at the centre, where symmetry makes $A_L=A_R$, so $r\to1$ and the slope disappears.

The computed $m_c$ is 65.67 nm. At 0.01 nm above it, $W=1.973$ nm, and the formula gives $1.973/0.02=98.6$, in agreement with the contour difference. At 0.04 nm above it the width has doubled to 3.945 nm and MEEF has halved to 49.3. These tiny widths test the mathematics of the threshold model; they do not predict what a real resist would do.

## 7. Dark lines and neighbours

**An opaque line.** On a clear background the field is the tilted wave $e^{i\kappa x}$ minus the field of a slit of the same width. The background has derivative $i\kappa e^{i\kappa x}$. It combines with the corresponding slit term into $i\kappa$ times the total field, which again drops out of $I_x$. What remains is the earlier pair of edge terms with a factor $-1$, and with the total field inside $A_L$ and $A_R$. The formula for MEEF is unchanged.

For a 100 nm line printed at 100 nm, $T=0.2339$, $I_m=-0.004336\ \mathrm{nm^{-1}}$ and $I_x=+0.008184\ \mathrm{nm^{-1}}$. Hence MEEF $=2\times0.004336/0.008184=1.060$. It differs from the slit's 1.139 although the widths are equal. The difference comes from the extended source. In coherent light the line's field is one minus the slit's, so $E_x$ and $E_m$ merely change sign and both features have the same MEEF, $(1+s)/(1-s)=1.154$. With an extended source the total field no longer cancels from $r$, and that field is different for the line and the slit.

**A neighbour on one side.** Place a second 100 nm slit with its centre 250 nm to the right, and keep the slit threshold. The fields of both openings add before squaring. The slope contains the edge terms of both openings, since shifting the image means shifting every mask edge. The sensitivity contains those edges alone that the mask error moves:

$$I_x=\sum_{\text{all }j}(A_{L,j}-A_{R,j}),\qquad
I_m=\tfrac12\sum_{\text{biased }j}(A_{L,j}+A_{R,j}).$$

The main slit now prints from $-49.91$ to $49.50$ nm. Symmetry is lost, so the boxed two-edge formula is needed. If the main slit alone is widened,

$$\mathrm{MEEF}=0.572+0.595=1.167,$$

where the terms belong to the left and right edges. If both slits are widened about fixed centres,

$$\mathrm{MEEF}=0.585+0.569=1.154 .$$

The neighbour's own widening adds 0.013 to the left term and takes 0.026 from the right one. The image before the error is identical in the two cases, and so is the edge slope. The difference lies entirely in $I_m$. A value of MEEF is therefore defined only when one has said which mask edges move, as well as which threshold is held fixed.

The explicit edge responses need a thin mask and a kernel $h(x-x')$ that depends only on the difference of positions. They carry over to defocus, where $h$ becomes complex, and to vector light, where the responses of the field components add. The numbers do not carry over. They belong to scalar light in focus and a line source, and at NA $=0.9$ polarisation, defocus or a disc-shaped source can move the MEEF of the 100 nm slit by 0.1 or more. The boxed formula is wider still: it applies to any differentiable image, including one with mask topography, provided $I_m$ is computed for that image and the edge slope is not zero. The numerical output below gives the values at greater precision.

## Calculated quantities

```
wavelength 193 nm, NA 0.9, sigma 0.5
k = 2 pi NA/wavelength = 0.029300 1/nm; reduction 4
slit 100 nm: threshold T = 0.33035 (clear field = 1)
far, near edge response = 0.000664, 0.010226 1/nm
ratio r = 0.06492
slope I_x = -0.009562 1/nm
sensitivity I_m = 0.005445 1/nm
d ln I/dm = 0.016482 1/nm; NILS = 2.8944
MEEF formula 1.13886, contour difference 1.13886
mask error (wafer nm, mask nm), linear and actual CD change (nm):
  -10, -40: -11.389, -12.853
  -5, -20: -5.694, -6.023
  -2, -8: -2.278, -2.327
  +2, +8: +2.278, +2.232
  +5, +20: +5.694, +5.421
  +10, +40: +11.389, +10.385
m (nm), T, r, NILS, MEEF formula, MEEF contour (CD = m):
  60, 0.2183, +0.5524, 1.0441, 3.4681, 3.4681
  80, 0.2955, +0.2938, 1.8634, 1.8319, 1.8319
  100, 0.3304, +0.0649, 2.8944, 1.1389, 1.1389
  140, 0.3036, -0.1307, 5.1696, 0.7688, 0.7688
  200, 0.2625, -0.0067, 7.2279, 0.9867, 0.9867
  300, 0.2522, -0.0107, 11.0579, 0.9789, 0.9789
opaque line 100 nm: T = 0.23394
  I_x = 0.008184, I_m = -0.004336 1/nm
  MEEF formula 1.05957, contour 1.05957
coherent slit 100 nm: km = 2.9300, s = 0.07168
  T = 0.34471, closed MEEF 1.15444, contour 1.15444
slit 5 nm: MEEF 558.64, 12/(km)^2 = 559.13, MEEF*NILS = 3.9970
slit 3000 nm: MEEF 1.00002
contour lost at m_c = 65.6716 nm for T = 0.33035
  m - m_c = 0.01 nm: CD 1.9728 nm, MEEF 98.632
  m - m_c = 0.04 nm: CD 3.9450 nm, MEEF 49.292
neighbour slit 100 nm wide, centre 250 nm, same T:
  edges -49.910, 49.497 nm; CD 99.407 nm
  main slit biased: left term 0.57241, right term 0.59464
    MEEF formula 1.16705, contour 1.16705
  both slits biased: left term 0.58517, right term 0.56886
    MEEF formula 1.15402, contour 1.15403
```
